# Classifying band structures in Pm-3m from irreps, filling and elementary representations

## What symmetry allows the answer to depend on

At a high-symmetry momentum $K$ the Bloch Hamiltonian commutes with the little group, so every energy level carries an irreducible representation (irrep). The number $n_{K,j}$ of occupied copies of irrep $j$ is an integer. It cannot change under a symmetric deformation that keeps a gap above the occupied bands at $K$. Symmetry data are therefore a vector $b$ of non-negative integers, and stacking two insulators adds their vectors.

This fixes the form of any classification based on irreps. Continuity along symmetry lines gives linear equations $Cb=0$. Localized orbitals generate a set of reference vectors, the columns of an integer matrix $A$. One can then ask whether $b$ is an integer combination of these columns, and whether it is a non-negative one. Before any of this, $b$ must exist: the filling $\nu$ (electrons per cell) must not cut a multiplet.

| First condition that fails | Verdict |
|---|---|
| $\nu$ completes a multiplet at each point | semimetal with partly filled multiplet |
| $Cb=0$ | semimetal with crossing on a line |
| $b=An$, $n$ integer | indicated |
| $b=An$, $n\ge 0$ integer | fragile data |
| none | compatible with an atomic limit |

"Semimetal" here means that bands $\nu$ and $\nu+1$ touch. Other pockets may still move the Fermi level away from the touching. "Indicated" means topological if bands $\nu$ and $\nu+1$ are separated by a direct gap at every $k$. That gap defines the topology of the lowest $\nu$ bands; the crystal is an insulator only if, in addition, band $\nu+1$ nowhere dips below the top of band $\nu$. The last two verdicts concern the data: stable topology that irreps do not see may remain.

The scheme is worked out for space group Pm-3m with spin-orbit coupling and time reversal, in the independent-electron picture. The lattice constant is 1 and energies are in a unit $E_0$.

## Irreps and their multiplicities

The points are $\Gamma=(0,0,0)$, $X=(0,0,\pi)$, $M=(\pi,\pi,0)$ and $R=(\pi,\pi,\pi)$. The little point groups are the full cubic group (48 elements) at $\Gamma$ and $R$, and the tetragonal group about $z$ (16 elements) at $X$ and $M$.

For an operation with matrix $R_g$, choose one spin-1/2 matrix $u_g$; inversion acts trivially on spin. Let $|R_g|$ be the matrix of absolute values, which permutes the axes, and define
$$\tau=\operatorname{tr}u_g,\quad s=\det|R_g|,\quad e=\operatorname{tr}|R_g|-1 .$$
The even irreps $6^+,7^+,8^+$ have characters $\tau,\ \tau s,\ \tau e$ and dimensions 2, 2, 4. The odd ones carry an extra factor $\det R_g$. Type 8 occurs only at $\Gamma$ and $R$. This gives $6+4+4+6=20$ entries in $b$. With $\chi$ the trace over the occupied states,
$$n_j=\frac1{|G|}\sum_{g\in G}\chi_j(g)^*\chi(g).$$
One lift $u_g$ per operation suffices, because replacing $u_g$ by $-u_g$ changes the sign of both characters.

Time reversal does not double these irreps. Each is the spin-1/2 representation times a real one. Since $\sigma_y u^*\sigma_y=u$, a single copy already carries an antiunitary operation with square $-1$.

All dimensions are even, so an odd $\nu$ always fails the first test. An even $\nu$ can fail it by cutting a quartet.

## Compatibility relations

Along $\Gamma$–$X$ the operations fixing $k$ form $C_{4v}$, with double-valued irreps $\tau$ and $\tau s$. The improper elements are mirrors. Their spin part is a rotation by $\pi$, for which $\tau=0$, so the parity label drops out. Operations that keep the $x$ and $y$ axes in place have $s=1,\ e=2$; those that swap them have $s=-1,\ e=0$. Hence $e=1+s$ and
$$\tau e=\tau+\tau s,\qquad 8\to 6+7 .$$
The same holds along $M$–$R$, starting from $R$.

Along $\Gamma$–$R$ the group is $C_{3v}$. Threefold rotations have $s=1$ and mirrors have $\tau=0$, so types 6 and 7 both become the doublet $\Lambda_6$, with character $\tau$. For type 8, $\tau e=\tau+\tau(e-1)$. The second term has squared norm $(4+2\cdot4)/6=2$: it consists of two one-dimensional irreps, $\Lambda_4+\Lambda_5$. Their mirror eigenvalues are $\pm i$. The product of inversion and time reversal is antiunitary and exchanges them, so they stay degenerate.

Summing over parity, and writing $\Gamma_6$ for the number of occupied type-6 irreps at $\Gamma$ and so on, the relations are
$$X_6=\Gamma_6+\Gamma_8,\quad X_7=\Gamma_7+\Gamma_8,$$
$$M_6=R_6+R_8,\quad M_7=R_7+R_8,$$
$$\Gamma_8=R_8,\quad \Gamma_6+\Gamma_7=R_6+R_7 .$$
These are six independent equations, leaving rank $20-6=14$. The other symmetry lines have group $C_{2v}$; its spin doublet exhausts the double-valued irreps, since $2^2=4$ is the group order. On mirror planes, inversion times time reversal pairs the eigenvalues $i$ and $-i$. Such lines and planes fix only the band number.

The computed rank of $A$ is also 14. A further independent linear relation obeyed by all atomic insulators would lower it, so none is missing.

## Elementary band representations

Put orbitals at $r_\alpha+T$, with $T$ a lattice vector, and form $|k,\alpha\rangle=\sum_T e^{ik\cdot T}|r_\alpha+T\rangle$. Suppose $R_gr_\alpha=r_\beta+d$ with $d$ a lattice vector. The operation sends $r_\alpha+T$ to $r_\beta+T'$ with $T'=d+R_gT$. Then $k\cdot T=(R_gk)\cdot(T'-d)$, and $R_gk$ equals $k$ up to a reciprocal vector. The Bloch sum thus acquires $e^{-ik\cdot d}$. The trace keeps only $\beta=\alpha$:
$$\chi_k(g)=\sum_{\alpha:\,R_gr_\alpha-r_\alpha\in\mathbb Z^3}e^{-ik\cdot(R_gr_\alpha-r_\alpha)}\chi_{\rm site}(g).$$

The maximal positions are 1a $(0,0,0)$; 1b $(\tfrac12,\tfrac12,\tfrac12)$; 3c, the face centres; and 3d, the edge centres. They have 6, 6, 4 and 4 site irreps, hence 20 elementary band representations (EBRs). Less symmetric positions add nothing: one can induce first to a maximal site group and then to the space group.

The phase affects rotations as well as inversion. For 1b, a fourfold rotation about $z$ gives $d=(-1,0,0)$, with phase $+1$ at $X$ and $-1$ at $M$ and $R$. Inversion gives $d=(-1,-1,-1)$, with phases $-1,+1,-1$ at $X,M,R$. A negative fourfold sign turns type 6 into type 7, so
$$1b(6^+)=(\Gamma6^+;\,X6^-;\,M7^+;\,R7^-).$$

## Integer expansion and indicators

Unimodular integer matrices $U,V$ bring $A$ to Smith form, $UAV=D$, with diagonal entries $d_i>0$ up to sign for $i\le r=14$. Setting $n=Vm$,
$$An=b\iff Dm=Ub .$$
Since $V$ is unimodular, $n$ is integer exactly when $m$ is. The components of $Ub$ beyond $r$ must vanish. They do when $Cb=0$, because equal ranks place $b$ in the rational span of the columns of $A$. What remains is
$$(Ub)_i\equiv0\pmod{d_i},\qquad i\le r .$$

The residues form the group $\prod_i\mathbb Z_{d_i}$. Each value is reached within the compatible vectors: $d_iU^{-1}\hat e_i$ is, up to sign, a column of $AV$, so $C$ annihilates it and therefore also $U^{-1}\hat e_i$. The factors above 1 are 4 and 8, giving $\mathbb Z_4\times\mathbb Z_8$ with 32 classes. The residue labels depend on the choice of $U$; whether all of them vanish does not.

A failure comes with a certificate. The row $U_i/d_i$ gives an integer on every EBR and a non-integer on $b$. No integer combination of EBRs can then equal $b$.

## Non-negative expansion

Each EBR has at least two bands, so a non-negative expansion contains at most $\nu/2$ of them. The search is finite. For example,
$$3d(6^+)+1b(6^+)+1b(7^+)-3d(7^+)$$
can be summed point by point:

- $\Gamma$: $(6^++8^+)+6^++7^+-(7^++8^+)=2\cdot6^+$
- $X$: $(6^++6^-+7^+)+6^-+7^--(6^++7^++7^-)=2\cdot6^-$
- $M$: $(6^++6^-+7^-)+7^++6^+-(6^-+7^++7^-)=2\cdot6^+$
- $R$: $(6^-+8^-)+7^-+6^--(7^-+8^-)=2\cdot6^-$

The result has four bands. A non-negative expansion could not use 3c or 3d, which have six bands, nor a quartet, which would put type 8 at $\Gamma$. It would need two two-band EBRs with $\Gamma6^+$. Those are $1a(6^+)$, with $R6^+$, and $1b(6^+)$, with $R7^-$. Neither supplies $R6^-$, so the data are fragile.

## Pseudocode

```
ONCE PER SPACE GROUP
  build characters, C and A with one common origin
  check C A = 0 and rank(A) = columns(C) - rank(C)
  compute U, V, D in exact integers

PER MATERIAL (levels, filling nu)
  for each point K:
    group degenerate levels; find their irreps
    fill upward from the lowest level
    if nu cuts an irrep: return PARTIAL, K, irrep
    store the occupied multiplicities in b
  if C b != 0: return INCOMPATIBLE, broken relations
  w = U b
  if some w[i] is not divisible by d[i]:
    return INDICATED, residues, row U[i]/d[i]
  search n >= 0 with A n = b, at most nu/2 terms
  if found: return ATOMIC-COMPATIBLE, n
  return FRAGILE DATA, V D^(-1) w
```

Here $D^{-1}$ acts on the first $r$ components and the rest of $m$ is set to zero.

## An independent check from wavefunctions

Let $n_K^\pm$ count occupied states of parity $\pm$ at the eight inversion-invariant momenta, and define
$$\kappa=\frac14\sum_K(n_K^+-n_K^-).$$
In an EBR, inversion shifts a site by $d=-2r_\alpha$. The sum $\sum_Ke^{-iK\cdot d}$ is 8 if all components of $d$ are even and 0 otherwise. Only 1a contributes. Its two- and four-dimensional irreps give $\kappa=\pm4$ and $\pm8$, so $\kappa\equiv0\pmod4$ for every EBR.

If $N_-$ is the number of odd Kramers pairs over the eight momenta, there are $4\nu-N_-$ even pairs, and
$$\kappa=\tfrac14\left[2(4\nu-N_-)-2N_-\right]=2\nu-N_- .$$
Thus $\kappa$ and $N_-$ have the same parity.

This parity can be compared with Chern numbers $C_m$ of one mirror sector on the planes $k_z=0,\pi$. For this argument, write the Bloch sums with phases $e^{ik\cdot(r_\alpha+T)}$, which include the orbital positions. Inversion then acts without a $k$-dependent phase, and the Chern numbers are unchanged. Inversion maps $(k_x,k_y)$ to its negative within a sector and preserves the Berry curvature. Half the zone therefore carries flux $\pi C_m$, equal modulo $2\pi$ to the difference of the Berry phases along $k_x=0$ and $k_x=\pi$. On such a line, inversion relates the transport over one half to the inverse transport over the other. The determinant of the closed transport is then the product of the parities at its two invariant points. Multiplying over both planes, with one state from each Kramers pair,
$$(-1)^{C_m(0)+C_m(\pi)}=(-1)^{N_-}=(-1)^\kappa .$$
An odd value marks a strong topological insulator. This relation was tested with Chern numbers computed from eigenvectors in all the gapped cases below.

## Model and readings

Each shell has one $s$ orbital with spin on each 3d site, hence six bands. For cyclic $i,j,l$,
$$H_{ii}=e_0+2a\cos k_i+4c\cos k_j\cos k_l,$$
$$H_{ij}=4\cos\tfrac{k_i}2\cos\tfrac{k_j}2\,(t+2u\cos k_l)-4i\lambda\sigma_l\sin\tfrac{k_i}2\sin\tfrac{k_j}2 .$$
The base shell has $c=-1$, $t=-0.5$, $\lambda=0.5$ (in $E_0$) and the rest zero. Its levels follow by hand:

- $\Gamma$: site energies $-4$, couplings $-2$. The symmetric state lies at $-4-4=-8$ ($6^+$), the others at $-4+2=-2$ ($8^+$).
- $X$: the $z$ site lies at $-4$ ($6^-$). The $x,y$ sites lie at $4$ with coupling $-2$, giving $2$ ($6^+$) and $6$ ($7^+$).
- $M$: the $z$ site lies at $-4$ ($6^+$). Spin-orbit coupling splits the others into $4\mp2$ ($6^-$, $7^-$).
- $R$: the coupling is $4\lambda\,L\cdot\sigma$ with $(L_l)_{ij}=-i\epsilon_{ijl}$. The eigenvalues of $L\cdot\sigma$ are $-2$ and $1$, giving $-4-4=-8$ ($6^-$) and $-4+2=-2$ ($8^-$).

**Partial multiplet.** At $\nu=4$ the first two electrons fill $\Gamma6^+$ and the next two half-fill $\Gamma8^+$. Bands 4 and 5 touch at $\Gamma$.

**Atomic.** Two uncoupled copies, one lowered by $20E_0$, with $\nu=6$, have a full lower shell. The expansion is $3d(6^+)$ and all mirror Chern numbers vanish.

**Indicated with even $\kappa$.** At $\nu=2$ the base shell has $(\Gamma6^+;X6^-;M6^+;R6^-)$. The weights of $\Gamma,X,M,R$ are 1, 3, 3, 1, so $\kappa=(2-6+6-2)/4=0$. The residues are nevertheless $[2,4]$. The mirror Chern numbers, taken on both planes in the same sector of the mirror $z\to-z$, are $2$ at $k_z=0$ and $-2$ at $k_z=\pi$: the lowest pair has crystalline topology, not that of a strong topological insulator. The gap above it is only direct. Band 2 reaches $2-2\sqrt2=-0.83E_0$ at $(\pi,\pi/2,0)$, above band 3 at $\Gamma$ ($-2E_0$), so with two electrons this model is a metal with small pockets. Inversion parities alone would miss it here.

**Strong topological bands.** Take $a=2$, $t=0.5$, $\lambda=-0.5$, the rest zero, and $\nu=4$. The occupied irreps are $\Gamma8^+$; $X6^-,7^+$; $M6^-,7^-$; $R8^-$. Then $\kappa=(4+0-12-4)/4=-3$, the residues are $[0,1]$, and the mirror Chern numbers are $0$ and $1$. Their sum is odd, as required. The lowest four bands thus have the topology of a strong topological insulator, but the model itself is a metal at this filling: band 5 at $R$ ($6^-$, energy $0$) lies $2E_0$ below band 4 at $\Gamma$ ($8^+$, energy $2E_0$).

**Enforced crossing.** Take $a=2$, $u=0.25$, $\lambda=-0.5$, the rest zero, and $\nu=4$. Now $\Gamma8^+$ requires one type 6 and one type 7 at $X$, but $X6^-$ and $X6^+$ are occupied. On $(0,0,k_z)$ let $x=\cos k_z$. The spin-orbit terms vanish, since each contains the sine of a zero component. The antisymmetric $x,y$ state is type 7, with $E_7=4-2x$. The type-6 energies are the eigenvalues of
$$\begin{pmatrix}4+2x&2\sqrt2\cos(k_z/2)\\2\sqrt2\cos(k_z/2)&4x\end{pmatrix}.$$
The squared coupling is $8\cos^2(k_z/2)=4(1+x)$. Inserting $E_7$ into the characteristic equation gives
$$(-4x)(4-6x)=4(1+x)\ \Rightarrow\ (6x+1)(x-1)=0 .$$
The root $x=1$ is the quartet at $\Gamma$. The other, $x=-1/6$, gives $k_z=1.738$ rad and $E=4.333E_0$. The type-6 energies sum to $4+6x=3$, so the second one is $-1.333E_0$, below the crossing. The crossing thus joins bands 4 and 5 and is fourfold, counting Kramers partners. A numerical search found the same point.

**Fragile data, stable topology.** Fill the lowest pair of the base shell and of an uncoupled partner with $t=0$, $u=-0.25$ and the other parameters unchanged. The combined data are the fragile vector constructed above. At $k_z=\pi$ the mirror Chern numbers $-2$ and $2$ cancel, but at $k_z=0$ they are $2$ and $2$, with sum $4$. As for the base shell alone, the gap above these four bands is direct only, and they overlap the next bands in energy.

These bands are therefore not merely fragile. For orbitals on the four maximal positions, mirror acts on the Bloch sums at $k_z=0$ as a constant matrix. Each mirror sector then has a smooth periodic basis and zero Chern number. Adding atomic bands cannot remove the 4. It can remove the fragile verdict: adding $3d(7^+)$ makes the data non-negative while the topology remains. Whether another Hamiltonian realizes this vector with fragile topology alone is not decided here.

## Cost, stability and failure modes

With $N$ orbitals, dense diagonalization costs $O(N^3)$ per point. The Smith form is computed once per space group; the compatibility and indicator tests then need only small matrix-vector products per material. The non-negative search can cost far more. The number of multisets of at most $q$ EBRs out of $p$ is $\binom{p+q}{q}$, including the empty one. For $p=20$, $q=3$ this is 1771. At large filling, exhaustive search should give way to integer programming, with infeasibility confirmed in exact arithmetic.

- **Degeneracy tolerance.** Too small a tolerance splits a multiplet and yields non-integer multiplicities; too large a one merges distinct levels. Refuse to round a value that is not close to an integer.
- **Accidental degeneracy.** If a level at the filling contains several irreps, their order is undefined. Report the ambiguity, not an enforced semimetal.
- **Origin.** Moving the origin from 1a to 1b relabels irreps at the zone boundary. Use the same origin for $A$ and $b$. In this group a mismatch leaves the verdict unchanged, because the shift only permutes the EBRs, but it exchanges 1a with 1b and 3c with 3d in the reported expansion.
- **Integer growth.** Intermediate entries of the Smith reduction can grow, so use unlimited integers.
- **Gaps elsewhere.** The four points do not exclude touchings at other momenta. The minimum direct gaps sampled on the $17^3$ grid are $0.828E_0$ for the crystalline case, $3.113E_0$ for the strong case and $0.792E_0$ for the fragile data; between grid points the last two fall to about $3.10E_0$ and $0.77E_0$. The irreps also say nothing about the indirect gap, which is negative in all three cases. They are upper bounds on the true minima, not proofs of a gap.

The full level lists and residues are in the numerical output below.

## Computed results

```
Pm-3m, spin-orbit coupling, time reversal; energies in E0
irrep multiplicities: 20, EBR columns: 20
rank of EBR matrix: 14, rank of compatible data: 14
Smith factors above 1 (indicator group): [4, 8]
EBR 3d(6+): G6+ G8+ X6+ X6- X7+ M6+ M6- M7- R6- R8-
EBR 3d(7+): G7+ G8+ X6+ X7+ X7- M6- M7+ M7- R7- R8-
EBR 1b(6+): G6+ X6- M7+ R7-
EBR 1b(7+): G7+ X7- M6+ R6-
case 1: filling 6 of 12 bands
  shell e0,a,c,t,u,lam = (-20, 0, -1, -0.5, 0, 0.5) E0
   G: 6+(-28.00) 8+(-22.00) | X: 6-(-24.00) 6+(-18.00) 7+(-14.00)
   M: 6+(-24.00) 6-(-18.00) 7-(-14.00) | R: 6-(-28.00) 8-(-22.00)
  shell e0,a,c,t,u,lam = (0, 0, -1, -0.5, 0, 0.5) E0
   G: 6+(-8.00) 8+(-2.00) | X: 6-(-4.00) 6+(2.00) 7+(6.00)
   M: 6+(-4.00) 6-(2.00) 7-(6.00) | R: 6-(-8.00) 8-(-2.00)
  class: atomic; 3d(6+)
  smallest direct gap on grid: 10.000 E0; kappa = 0
  mirror Chern numbers by shell: kz=0 [0, 0], kz=pi [0, 0]
case 2: filling 4 of 6 bands
  shell e0,a,c,t,u,lam = (0, 0, -1, -0.5, 0, 0.5) E0
   G: 6+(-8.00) 8+(-2.00) | X: 6-(-4.00) 6+(2.00) 7+(6.00)
   M: 6+(-4.00) 6-(2.00) 7-(6.00) | R: 6-(-8.00) 8-(-2.00)
  class: partial; G8+
  smallest direct gap on grid: 0.000 E0
case 3: filling 4 of 12 bands
  shell e0,a,c,t,u,lam = (0, 0, -1, -0.5, 0, 0.5) E0
   G: 6+(-8.00) 8+(-2.00) | X: 6-(-4.00) 6+(2.00) 7+(6.00)
   M: 6+(-4.00) 6-(2.00) 7-(6.00) | R: 6-(-8.00) 8-(-2.00)
  shell e0,a,c,t,u,lam = (0, 0, -1, 0, -0.25, 0.5) E0
   G: 6+(-8.00) 8+(-2.00) | X: 6-(-4.00) 7+(2.00) 6+(6.00)
   M: 6+(-4.00) 6-(2.00) 7-(6.00) | R: 6-(-8.00) 8-(-2.00)
  class: fragile; 1b(6+) + 1b(7+) + 3d(6+) - 3d(7+)
  smallest direct gap on grid: 0.792 E0; kappa = 0
  mirror Chern numbers by shell: kz=0 [2, 2], kz=pi [-2, 2]
case 4: filling 4 of 6 bands
  shell e0,a,c,t,u,lam = (0, 2, 0, 0.5, 0, -0.5) E0
   G: 8+(2.00) 6+(8.00) | X: 6-(-4.00) 7+(2.00) 6+(6.00)
   M: 7-(-6.00) 6-(-2.00) 6+(4.00) | R: 8-(-6.00) 6-(-0.00)
  class: indicated; residues [0, 1]
  smallest direct gap on grid: 3.113 E0; kappa = -3
  mirror Chern numbers by shell: kz=0 [0], kz=pi [1]
case 5: filling 4 of 6 bands
  shell e0,a,c,t,u,lam = (0, 2, 0, 0, 0.25, -0.5) E0
   G: 8+(2.00) 6+(8.00) | X: 6-(-4.00) 6+(2.00) 7+(6.00)
   M: 7-(-6.00) 6-(-2.00) 6+(4.00) | R: 8-(-6.00) 6-(-0.00)
  class: incompatible; G-X:6, G-X:7
  Dirac crossing on G-X: kz = 1.7382 rad, cos kz = -0.1667, energy 4.3333 E0 (fourfold)
case 6: filling 2 of 6 bands
  shell e0,a,c,t,u,lam = (0, 0, -1, -0.5, 0, 0.5) E0
   G: 6+(-8.00) 8+(-2.00) | X: 6-(-4.00) 6+(2.00) 7+(6.00)
   M: 6+(-4.00) 6-(2.00) 7-(6.00) | R: 6-(-8.00) 8-(-2.00)
  class: indicated; residues [2, 4]
  smallest direct gap on grid: 0.828 E0; kappa = 0
  mirror Chern numbers by shell: kz=0 [2], kz=pi [-2]
grid for direct gaps: 17 x 17 x 17 points, each k from 0 to pi
```
